\section*{Zero Jacobian determinant and the hysteresis folds of reactive sputtering}

\section{A balanced setting that cannot be held}

Suppose a titanium nitride process is to run at a nitrogen pressure of 5 mPa. For the model chamber used below, the steady balances ask for a nitrogen flow of 3.09 sccm. If the flow controller is set to that value, the chamber does not stay there: a small disturbance grows at $1.96\ \mathrm{s^{-1}}$, and the pressure runs away from the intended point. Solving the steady balances does not reveal this. What is missing is the link between their linearisation and the slope of the flow--pressure curve.

That link makes the Jacobian determinant vanish wherever the steady flow $Q(p)$ has zero slope. Such a point is a hysteresis fold if the curvature there is nonzero. The extra condition matters, because at one particular pumping speed the determinant vanishes without hysteresis.

\section{Simple case: a target and a passive wall}

A target of area $A_t$ is sputtered at fixed ion current $I$ in argon. Nitrogen at pressure $p$ covers a fraction $\theta$ of it with compound. The gas is well mixed at temperature $T$, and the current density $j=I/A_t$ is uniform. Molecules strike unit area at the rate
\begin{equation}
F=ap,\qquad a=(2\pi m k_BT)^{-1/2}.
\end{equation}
A molecule sticks to bare metal with probability $\alpha$ and supplies two N atoms. Each ion removes $Y_c$ compound units from covered surface. One surface layer has $N$ sites per unit area. For now the wall takes up no gas and keeps the compound that lands on it:
\begin{align}
N\dot\theta&=2\alpha F(1-\theta)-(j/e)Y_c\theta,\\
C\dot p&=Q-\frac{Sp}{k_BT}-\alpha F(1-\theta)A_t,\qquad C=\frac{V}{k_BT}.
\end{align}
Here $Q$ is the feed in molecules per second, $S$ the pumping speed and $V$ the volume.

At fixed $Q$ the Jacobian for $(p,\theta)$ is
\begin{equation}
J=\begin{pmatrix}-k_p&f_\theta\\ g_p&-k_t\end{pmatrix},
\end{equation}
with
\begin{align}
k_p&=\frac1C\left[\frac{S}{k_BT}+\alpha a(1-\theta)A_t\right],& f_\theta&=\frac{\alpha FA_t}{C},\\
g_p&=\frac{2\alpha a(1-\theta)}{N},& k_t&=\frac{2\alpha F+(j/e)Y_c}{N}.
\end{align}
Along the steady curve $\theta=\Theta(p)$ the coverage rate stays zero, so $g_p-k_t\Theta'=0$ and $\Theta'=g_p/k_t$. The pressure rate also stays zero, so the change of feed must offset the other terms: $Q'/C=k_p-f_\theta\Theta'$. Therefore
\begin{equation}
\det J=k_pk_t-f_\theta g_p=k_t\left(k_p-f_\theta\frac{g_p}{k_t}\right)=\frac{k_tQ'}{C}.
\end{equation}

This case has no fold. At steady state the target takes up as much nitrogen as it loses, $\alpha F(1-\theta)A_t=(I/2e)Y_c\theta$, so
\begin{equation}
Q=\frac{Sp}{k_BT}+\frac{I}{2e}Y_c\Theta(p),\qquad \Theta=\frac{2\alpha F}{2\alpha F+(j/e)Y_c}.
\end{equation}
Both terms rise with $p$, and the determinant is positive at every finite pressure. In the limit $S\to0$ the slope tends to zero only as $p\to\infty$, where the target saturates. In this model, target poisoning alone does not produce hysteresis; a second surface must take part. The balances leave out nitrogen implanted below the target's surface layer, so this is not a general rule for real targets.

\section{Adding a collector that takes up gas}

Let a collector of area $A_c$ have coverage $\theta_c$ and sticking probability $\alpha_c$. It receives $Y_m$ metal atoms per ion from bare target and $Y_c$ compound units per ion from covered target. Arriving metal buries compound, and arriving compound buries metal:
\begin{equation}
N\dot\theta_c=\left(2\alpha_cF+\frac{IY_c\theta}{eA_c}\right)(1-\theta_c)
-\frac{IY_m(1-\theta)}{eA_c}\theta_c .
\end{equation}
The gas balance gains the loss term $-\alpha_cF(1-\theta_c)A_c$.

The steady uptake has a compact form. The two surface balances give
\begin{align}
2\alpha F(1-\theta)A_t&=\frac Ie Y_c\theta,\\
2\alpha_cF(1-\theta_c)A_c&=\frac Ie\left[Y_m(1-\theta)\theta_c-Y_c\theta(1-\theta_c)\right].
\end{align}
Adding them cancels $Y_c\theta$ and leaves $Y_c\theta\theta_c$. Half the sum is the uptake in molecules per second:
\begin{equation}
U=\theta_c\frac{I}{2e}\left[Y_c\theta+Y_m(1-\theta)\right],\qquad Q=\frac{Sp}{k_BT}+U(p).
\label{uptake}
\end{equation}
Uptake is thus film composition times metal arrival. With rising pressure $\theta_c$ grows, but for $Y_c<Y_m$ the bracket falls as the target is covered. This competition can turn $Q(p)$ downwards.

\subsection{Two balances, with the collector slaved}

First let $\theta_c$ follow $p$ and $\theta$ instantly. With
\begin{equation}
A=2\alpha_cFA_c+\frac{IY_c\theta}{e},\qquad M=\frac{IY_m(1-\theta)}{e},
\end{equation}
its balance gives $\theta_c=A/(A+M)$. Write $C\dot p=Q-G(p,\theta)$ and $\dot\theta=g(p,\theta)$. Subscripts $p$ and $\theta$ on $G$ and $g$ denote partial derivatives. Since $\Theta'=-g_p/g_\theta$ and $g_\theta=-k_t$,
\begin{equation}
\det J_2=\frac{-G_pg_\theta+G_\theta g_p}{C}
=-\frac{g_\theta}{C}\left(G_p+G_\theta\Theta'\right)=\frac{k_tQ'}{C}.
\end{equation}

The signs decide stability. The collector term in $G$ contains $F(1-\theta_c)=FM/(A+M)$, and
\begin{equation}
\frac{\partial}{\partial F}\frac{FM}{A+M}=\frac{M(M+IY_c\theta/e)}{(A+M)^2}>0 .
\end{equation}
Hence $G_p>0$ and the trace $-G_p/C-k_t$ is negative. Raising $\theta$ increases $A$ and reduces $M$, so it raises $\theta_c$. Both surfaces then take up less gas, and $G_\theta<0$. The off-diagonal entries $-G_\theta/C$ and $g_p$ are both positive, which makes the eigenvalues real. With a negative trace, both are negative for $Q'>0$, and one is positive for $Q'<0$.

\subsection{Three balances, without slaving}

The collector need not be fast. Keeping it as a state gives
\begin{equation}
J_3=\begin{pmatrix}-k_p&f_\theta&f_c\\ g_p&-k_t&0\\ h_p&h_\theta&-k_s\end{pmatrix},
\end{equation}
where $k_p$ now also contains $\alpha_ca(1-\theta_c)A_c/C$, and
\begin{align}
f_c&=\frac{\alpha_cFA_c}{C},\qquad h_p=\frac{2\alpha_ca(1-\theta_c)}{N},\\
h_\theta&=\frac{I}{eA_cN}\left[Y_c(1-\theta_c)+Y_m\theta_c\right],\\
k_s&=\frac1N\left\{2\alpha_cF+\frac{I}{eA_c}\left[Y_c\theta+Y_m(1-\theta)\right]\right\}.
\end{align}
Expanding along the first row,
\begin{align}
\det(-J_3)&=k_pk_tk_s-f_\theta g_pk_s-f_c(g_ph_\theta+k_th_p)\\
&=k_tk_s\left[k_p-f_\theta\frac{g_p}{k_t}-\frac{f_c}{k_s}\left(h_p+h_\theta\frac{g_p}{k_t}\right)\right].
\end{align}
On the steady curve $\Theta'=g_p/k_t$ and $\Theta_c'=(h_p+h_\theta\Theta')/k_s$. The square bracket is therefore $k_p-f_\theta\Theta'-f_c\Theta_c'=Q'/C$, and
\begin{equation}
\boxed{\det(-J_3)=\frac{k_tk_s}{C}\,Q'(p)}
\label{main}
\end{equation}
Both rates are positive, so the zeros of the determinant are the zeros of $Q'$.

An oscillatory instability might still come before the zero. To exclude it, let $Q'>0$ and suppose an eigenvalue has $\mathrm{Re}\,\lambda\ge0$. Then $|\lambda+k|\ge k$ for each positive rate $k$. The coverage rows give $|\delta\theta|\le\Theta'|\delta p|$ and $|\delta\theta_c|\le\Theta_c'|\delta p|$. Here $\delta p\ne0$, since otherwise the whole eigenvector would vanish. The pressure row then requires $k_p\le f_\theta\Theta'+f_c\Theta_c'$, which means $Q'\le0$, a contradiction. If instead $Q'<0$, the polynomial $\det(\lambda-J_3)$ is negative at $\lambda=0$ and positive for large $\lambda$, so it has a positive root. The steady state is stable for $Q'>0$ and unstable for $Q'<0$, whichever surface is slower.

\section{From zero slope to a fold}

At $Q'(p_f)=0$ with $Q''(p_f)\ne0$,
\begin{equation}
Q-Q_f\simeq\tfrac12Q''(p-p_f)^2 .
\end{equation}
Two steady states exist on one side of $Q_f$. They merge there and are absent locally on the other side, which is a fold. Since $Q'\simeq Q''(p-p_f)$, also $Q'^2\simeq2Q''(Q-Q_f)$.

The characteristic polynomial is $\lambda^3+E_1\lambda^2+E_2\lambda+\det(-J_3)$, with $E_1=k_p+k_t+k_s$ and
\begin{equation}
E_2=k_tk_s+k_p(k_t+k_s)-f_\theta g_p-f_ch_p .
\end{equation}
At the fold $k_p=f_\theta\Theta'+f_c\Theta_c'\ge f_\theta g_p/k_t+f_ch_p/k_s$. Thus $k_p(k_t+k_s)\ge f_\theta g_p+f_ch_p$ and $E_2\ge k_tk_s>0$. The zero root is simple, and nearby $\lambda\simeq-\det(-J_3)/E_2$, so
\begin{equation}
|\lambda|\simeq\frac{k_tk_s}{CE_2}\sqrt{2|Q''|\,|Q-Q_f|}.
\label{slow}
\end{equation}
Recovery slows as the square root of the flow margin.

The exception follows from \eqref{uptake}. $U(p)$ does not depend on $S$, so $Q'=S/(k_BT)+U'$ vanishes somewhere only if
\begin{equation}
S\le S_c=-k_BT\min_pU'(p),
\end{equation}
provided the minimum is negative. At $S=S_c$ the slope touches zero at its minimum, where $Q''=U''=0$ as well. The determinant is zero, yet $Q(p)$ does not turn back.

\section{Worked example: titanium in argon and nitrogen}

Atomic units would hide the process scale, so laboratory units are used. The round parameters are $T=300$ K, $V=50$ L, $S=50$ L/s, $A_t=200\ \mathrm{cm^2}$, $A_c=3000\ \mathrm{cm^2}$, $I=2$ A, $Y_m=0.5$, $Y_c=0.1$, $\alpha=\alpha_c=0.5$ and $N=10^{15}\ \mathrm{cm^{-2}}$. The determinant changes sign twice in a scan from 0.01 to about 500 mPa:

\begin{center}
\begin{tabular}{lcc}
 & upper-flow fold & lower-flow fold\\
$p$ (mPa) & 1.59 & 18.67\\
$Q$ (sccm) & 3.72 & 2.47\\
$\theta$ & 0.423 & 0.896\\
$\theta_c$ & 0.799 & 0.996
\end{tabular}
\end{center}

A separate search for the extrema of $Q(p)$ gave the same pressures. At the upper fold, \eqref{uptake} can be followed by hand. The bracket is $0.1(0.423)+0.5(0.577)=0.331$, and $I/2e=6.24\times10^{18}\ \mathrm{s^{-1}}$. The uptake is $0.799\times0.331\times6.24\times10^{18}=1.65\times10^{18}\ \mathrm{s^{-1}}$, or 3.68 sccm; pumping adds 0.04 sccm.

For \eqref{main}, take the opening case of 5 mPa. There $2\alpha F/N=14.4\ \mathrm{s^{-1}}$ and $(j/e)Y_c/N=6.24\ \mathrm{s^{-1}}$, so $k_t=20.6\ \mathrm{s^{-1}}$ and $\theta=0.697$. The collector rate is $k_s=15.3\ \mathrm{s^{-1}}$. One sccm raises the pressure of the closed volume by $37.1\ \mathrm{mPa/s}$, and $Q'=-0.158$ sccm/mPa. The product $20.6\times15.3\times37.1\times(-0.158)$ is about $-1850\ \mathrm{s^{-3}}$; the determinant taken directly from the linearised rates is $-1845\ \mathrm{s^{-3}}$. At 1 and 40 mPa it is positive and the state is stable.

Nonlinear time integration over 3000 s tested the jumps. Starting on the low-pressure branch, the chamber stayed there at 0.995 of the upper fold flow and moved to the high-pressure branch at 1.005. Starting on the high-pressure branch, it stayed at 1.005 of the lower fold flow and returned at 0.995. Between 2.47 and 3.72 sccm the past of the chamber selects its state.

\subsection{A limit for the lower fold}

At high pressure the collector is nearly all compound. Setting $\theta_c=1$ in \eqref{uptake}, and defining $p_0=(j/e)Y_c/(2\alpha a)$ and $x=p/p_0$, gives $\Theta=x/(1+x)$ and
\begin{equation}
Q'=\frac{S}{k_BT}-\frac{I(Y_m-Y_c)}{2e\,p_0(1+x)^2}.
\end{equation}
Its zero is at
\begin{equation}
(1+x)^2=\frac{I(Y_m-Y_c)k_BT}{2e\,Sp_0}.
\end{equation}
Here $p_0=2.17$ mPa and the right side is 95.3, so $x=8.76$ and $p=19.0$ mPa, 2\% above the full model. The limit has no upper fold, because that one needs the initial rise of $\theta_c$.

\subsection{Rates near the folds}

At the upper fold $k_tk_s=10.82\times5.96=64.5\ \mathrm{s^{-2}}$, and $E_2$, the product of the nonzero eigenvalues, is $91.12\times12.364=1127\ \mathrm{s^{-2}}$. With $Q''=-0.567\ \mathrm{sccm/mPa^2}$ and a flow 1\% below the fold, \eqref{slow} gives
\begin{equation}
|\lambda|\simeq\frac{64.5\times37.1}{1127}\sqrt{2(0.567)(0.0372)}=0.44\ \mathrm{s^{-1}}.
\end{equation}
The direct eigenvalue is $-0.40\ \mathrm{s^{-1}}$, a recovery time of 2.5 s. Slaving the collector would give $-1.92\ \mathrm{s^{-1}}$, nearly five times too fast. The collector does follow this slow mode closely, since $|\lambda|\ll k_s$, but its small lag matters. Its coverage row gives $\delta\theta_c$ as the slaved value times $k_s/(\lambda+k_s)\simeq1-\lambda/k_s$. In the pressure row the lag therefore adds about $\lambda f_c\Theta_c'/k_s$ to the term $\lambda$ from the gas itself. At the fold the eigenvalue sum gives $k_p=86.7\ \mathrm{s^{-1}}$, and $f_\theta\Theta'=5.8\ \mathrm{s^{-1}}$, so $f_c\Theta_c'=k_p-f_\theta\Theta'=80.9\ \mathrm{s^{-1}}$ and the added term is about $14\lambda$. Slaving drops it. Slaving preserves the stability boundary but not, near this fold, the time scale. Near the lower fold, where the collector is faster and its coverage hardly changes with pressure, slaving alters the slow rate by only a few per cent.

At the lower fold both nonzero eigenvalues have real part $-59.5\ \mathrm{s^{-1}}$. They are a complex pair. Their sum gives $k_p=4.9\ \mathrm{s^{-1}}$, while $f_\theta g_p\simeq133$ and $f_ch_p\simeq77\ \mathrm{s^{-2}}$, so $E_2\simeq3600\ \mathrm{s^{-2}}$ exceeds $59.55^2\simeq3546\ \mathrm{s^{-2}}$. The imaginary part is only about $7.5\ \mathrm{s^{-1}}$, so this motion dies out long before it completes a cycle. Complex eigenvalues can thus occur, although oscillatory instability cannot.

\subsection{Removing the folds}

With all else fixed, $S_c=470$ L/s, reached at 2.90 mPa and 4.16 sccm. Two folds were found at $0.99S_c$ and none at $1.01S_c$; at $S_c$ the flow rose at every step of the pressure scan. Ideal pressure control is another route. Holding $p$ fixed deletes the first row and column of $J_3$, leaving eigenvalues $-k_t$ and $-k_s$. A real controller adds delay and dynamics of its own, which this result does not cover.

\section{How far the numbers carry}

The pressures, current density and metal yield are in the rough range of a small laboratory magnetron. The pumping speed is modest, and the sticking probabilities and compound yield are the least certain inputs. Real magnetrons break the assumption of uniform current: placing 80\% of the current on 40\% of the target moves the folds to 3.97 and 2.75 sccm, up 7\% and 11\%; a narrower track, with 90\% of the current on 20\% of the target, moves them to 4.61 and 3.42 sccm, up 24\% and 39\%. If secondary electrons carry part of the 2 A, with yield 0.1 per ion, both fold flows fall by 9\%. Capture of nitrogen ions in the surface layer lowers both by 2\%. Gas at 450 K throughout lowers them by 0.2\% and 4\%, and return of half the sputtered nitrogen to the gas by 2\% and 0.3\%. These shifts were computed one at a time, and two folds remained in each case. Nitrogen stored below the surface layer, pressure gradients and changes of yield with discharge voltage were not sized. The compound yield matters more: halving or doubling $Y_c$ alone moves the upper fold flow to 2.93 or 4.71 sccm and the lower one to 1.52 or 4.05 sccm. Halving or doubling the target's sticking probability $\alpha$ alone moves either fold flow by 12 to 17\%. The same change in $\alpha_c$ moves the upper one by about 13\% and hardly affects the lower. Halving or doubling $Y_m$ alone shifts the upper fold flow by $-37\%$ or $+57\%$ and the lower one by $-18\%$ or $+23\%$. With inputs uncertain by such factors, the fold flows are model estimates that can be off by tens of per cent, and by more than half in the worst of these cases. The rates are less certain still. They depend on $N$ and $V$, which do not enter the fold flows. If both surfaces store three or ten times more nitrogen per unit area, the growth rate at 5 mPa falls from 1.96 to 0.87 or $0.30\ \mathrm{s^{-1}}$, and the recovery time 1\% below the upper fold rises from 2.5 s to about 7 or 24 s. A volume five times smaller or larger gives a growth rate of 2.8 or $0.82\ \mathrm{s^{-1}}$. Identity \eqref{main} holds for the stated balances whatever the parameter values; a model with further states needs its own determinant. Further digits of the main results are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Ti target in Ar/N2, TiN film; round model parameters
gas temperature 300 K; volume 50 L; pumping speed 50 L/s
target area 200 cm2; collector 3000 cm2
ion current 2.0 A; density 10.0 mA/cm2
yields: metal 0.50, compound 0.10 per ion
sticking: target 0.50, collector 0.50
site density 1.0e+15 cm^-2; argon 500 mPa
N2 flux per pressure 2.875e+15 cm^-2 s^-1 mPa^-1
1 sccm = 4.4780e+17 molecules/s
upper-flow fold: p 1.5931 mPa; Q 3.7238 sccm
  target coverage 0.4232; collector coverage 0.7985
  pumped flow 0.0429 sccm; surface uptake 3.6808 sccm
  kt 10.821 s^-1; ks 5.956 s^-1
  nonzero eigenvalues -91.118, -12.364 s^-1
  Q'' -0.56674 sccm/mPa^2
  N2/Ar pressure ratio 0.32 %
lower-flow fold: p 18.6716 mPa; Q 2.4700 sccm
  target coverage 0.8958; collector coverage 0.9960
  pumped flow 0.5033 sccm; surface uptake 1.9667 sccm
  kt 59.918 s^-1; ks 54.266 s^-1
  nonzero eigenvalues -59.546, -59.546 s^-1
  Q'' 0.00252 sccm/mPa^2
  N2/Ar pressure ratio 3.73 %
hysteresis width 1.2537 sccm
p 1 mPa: Q 3.5626 sccm; Q' 0.68979 sccm/mPa
  det(-J3) 1033.4671; kt*ks*Q'/C 1033.4671 s^-3; leading rate -0.7701 s^-1
p 5 mPa: Q 3.0897 sccm; Q' -0.15776 sccm/mPa
  det(-J3) -1845.0878; kt*ks*Q'/C -1845.0878 s^-3; leading rate 1.9580 s^-1
p 40 mPa: Q 2.7576 sccm; Q' 0.02023 sccm/mPa
  det(-J3) 10508.9236; kt*ks*Q'/C 10508.9236 s^-3; leading rate -0.7374 s^-1
1 % below upper fold flow: p 1.2727 mPa
  slow rate: three states -0.4031, slaved -1.9240 s^-1
critical pumping speed 470.13 L/s at p 2.9041 mPa, Q 4.1601 sccm
implantation adds 0.0434 to target sticking
Fold flows with one neglected effect included (sccm):
  N2-ion implantation: 3.6609, 2.4283
  secondary electrons, yield 0.1: 3.3852, 2.2455
  gas at 450 K: 3.7159, 2.3723
  80 % of current on 40 % of area: 3.9702, 2.7473
  half of sputtered N returns to gas: 3.6559, 2.4632
\end{verbatim}
